# Why Einstein phonons give local Born self-energies and polar phonons do not

**Q.** My transport code stores the electron-phonon self-energy as one number per mesh point. The electron itself spreads over many points. How can its self-energy sit on one?

**A.** That depends on whether phonons at different points are correlated. Take orthogonal sites $i$ at positions $\mathbf R_i$, a coupling to the site densities $n_i$, and harmonic phonons:

$$H=\sum_{ij}h_{ij}c_i^\dagger c_j+\sum_l\hbar\omega_l b_l^\dagger b_l+\sum_i n_i\phi_i,\qquad \phi_i=\sum_l S_{il}(b_l+b_l^\dagger).$$

The $S_{il}$ are real, with the modes chosen as standing waves. Consider first one electron in an empty band, with phonon states $n$ of energy $E_n$ and thermal weight $p_n$. Its Green function is

$$G_{ij}(E)=\sum_n p_n\langle n,i|(E+E_n-H)^{-1}|n,j\rangle ,$$

where $E$ has a small positive imaginary part. Expand the inverse in the coupling $V=\sum_i n_i\phi_i$. The first-order term vanishes, because $V$ changes the phonon number by one and the final phonon state must equal the initial one. At second order, whatever mode is changed by the first $V$ must be restored by the second.

Suppose the electron enters at $j$ and emits into mode $l$. This gives $S_{jl}\sqrt{n_l+1}$. It then moves from $j$ to $i$ with energy $E-\hbar\omega_l$, and reabsorbs the phonon with $S_{il}\sqrt{n_l+1}$. Absorption followed by emission gives $n_l$ and energy $E+\hbar\omega_l$. Thermal averaging turns $n_l$ into the Bose number $N_l$. Since $G=G^0+G^0\Sigma G^0$ to this order,

$$\Sigma_{ij}(E)=\sum_l S_{il}S_{jl}\left[(N_l+1)G^0_{ij}(E-\hbar\omega_l)+N_lG^0_{ij}(E+\hbar\omega_l)\right].$$

If all $\omega_l=\omega_0$, the bracket is the same for every mode and comes out of the sum:

$$\Sigma_{ij}=D_{ij}\left[(N+1)G^0_{ij}(E-\hbar\omega_0)+NG^0_{ij}(E+\hbar\omega_0)\right],\qquad D_{ij}=\sum_lS_{il}S_{jl}.$$

This is a product of matrix elements, not a matrix product. The electron may travel from $j$ to $i$, but the term survives only if the phonon made at $j$ can be recognized at $i$.

**Q.** Where does momentum-independent coupling enter?

**A.** It decides $D_{ij}$. Let the coupling be $M_{\mathbf q}e^{i\mathbf q\cdot\mathbf R_i}$, independent of the electron momentum. A pair $\pm\mathbf q$ forms two standing waves with couplings $\sqrt2|M_{\mathbf q}|\cos(\mathbf q\cdot\mathbf R_i)$ and $\sqrt2|M_{\mathbf q}|\sin(\mathbf q\cdot\mathbf R_i)$, up to a common phase. Their products add up to $2|M_{\mathbf q}|^2\cos[\mathbf q\cdot(\mathbf R_i-\mathbf R_j)]$, so

$$D_{ij}=\sum_{\mathbf q}|M_{\mathbf q}|^2e^{i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}.$$

For a square mesh of spacing $a$ and area $L^2$ there are $L^2/a^2$ wave vectors. Define $K(q)=L^2|M_{\mathbf q}|^2$, which does not depend on sample size. If $K$ is constant, the sum of phases is $L^2/a^2$ for $i=j$ and zero otherwise, and

$$D_{ij}=\frac{K}{L^2}\frac{L^2}{a^2}\delta_{ij}=\frac{K}{a^2}\delta_{ij}.$$

Physically, the waves can then be recombined into independent oscillators, one per site. A quantum emitted at $j$ cannot be absorbed at $i\ne j$.

**Q.** Is constant coupling enough, even if the phonon frequency varies with $q$?

**A.** No. The bracket then stays inside the mode sum, and the phases no longer cancel. An oscillation started at $j$ can also travel to $i$.

A three-site ring shows the difference. Its hopping amplitude has magnitude 1, $k_BT=0.4$, and the complex energy is $0.3+0.5i$. The self-energy was obtained by diagonalizing the coupled system and taking the weak-coupling limit of $\Sigma/g^2$, where $g$ is the coupling strength. With all phonon energies equal to 1 and constant coupling, the diagonal magnitude is 0.311 and the off-diagonal one is zero to the printed digits. Raising the two non-uniform modes to energy 1.4 gives an off-diagonal magnitude of 0.042. If the frequencies are equal but the relative couplings are 1.5 for the uniform mode and 0.6 for the others, it is 0.266.

Locality also belongs to the Born level. At fourth order, two phonon lines can cross. With independent site oscillators the electron then visits sites in the order $j,i,j,i$, giving a term with three propagators between $i$ and $j$. In the constant-coupling ring, doubling $g$ from 0.02 to 0.04 multiplies the off-diagonal self-energy by 15.96, close to the expected $2^4$.

**Q.** My channel contains many electrons. Does the argument survive?

**A.** The Born product does. In time, pairing the two phonon factors gives $\Sigma^{\gtrless}_{ij}(t)=C^{\gtrless}_{ij}(t)G^{\gtrless}_{ij}(t)$, with $C^>_{ij}=\langle\phi_i(t)\phi_j(0)\rangle$ and $C^<_{ij}=\langle\phi_j(0)\phi_i(t)\rangle$. For equal frequencies,

$$C^<_{ij}(t)=D_{ij}[Ne^{-i\omega_0t}+(N+1)e^{i\omega_0t}],$$

and $C^>$ has $N$ and $N+1$ exchanged. Each exponential shifts an energy, so

$$\Sigma^<_{ij}(E)=D_{ij}\left[NG^<_{ij}(E-\hbar\omega_0)+(N+1)G^<_{ij}(E+\hbar\omega_0)\right].$$

The retarded function is $\theta(t)[\Sigma^>-\Sigma^<]$ and carries the same $D_{ij}$. Using a self-consistent $G$ changes nothing in this structure. The separate Hartree term is a potential multiplying $n_i$, so it is on-site for either coupling. The simple retarded formula given earlier is the low-density limit, which I use for the rates below.

**Q.** What is different about a polar-optical phonon?

**A.** Its electric field reaches beyond the cell that produces it. For a monolayer, let $u$ be the longitudinal relative displacement, $Ze$ the effective charge and $A$ the cell area. The sheet polarization is $P=Zeu/A$, with bound charge $-iqP$.

The electrons of the sheet also polarize. Write their sheet polarizability as $2\varepsilon_0r_0$, where $r_0$ is a length. The in-plane field is $-iq\varphi$, so their charge is $-iq(2\varepsilon_0r_0)(-iq\varphi)=-2\varepsilon_0r_0q^2\varphi$. In vacuum the potential decays as $e^{-q|z|}$ on both sides, and its slope jumps by $2q\varphi$ at the sheet. Gauss's law gives

$$2\varepsilon_0q\varphi=-iqP-2\varepsilon_0r_0q^2\varphi
\quad\Rightarrow\quad
\varphi=\frac{-iP}{2\varepsilon_0(1+r_0q)}.$$

An electron has energy $-e\varphi$. With reduced mass $\mu$ and $N_c$ cells, each running wave has displacement amplitude $\sqrt{\hbar/(2\mu\omega_0N_c)}$. Squaring the coupling and using $L^2/N_c=A$ gives

$$K(q)=\frac{K_0}{(1+r_0q)^2},\quad K_0=Ag_0^2,\quad
g_0=\frac{Ze^2}{2\varepsilon_0A}\sqrt{\frac{\hbar}{2\mu\omega_0}} .$$

Even with one frequency $\omega_0$, this $K$ varies with $q$, so $D_{ij}$ has off-diagonal elements.

**Q.** How far do they extend?

**A.** For distances well above the mesh spacing, use the continuum transform. The angular integral gives a Bessel function, and $t=r_0q$, $x=R/r_0$ give

$$D(R)=\int\frac{d^2q}{(2\pi)^2}K(q)e^{i\mathbf q\cdot\mathbf R}
=\frac{K_0}{2\pi r_0^2}\int_0^\infty\frac{t\,J_0(xt)}{(1+t)^2}dt.$$

Now write

$$\frac{t}{(1+t)^2}=\frac1{1+t}-\frac1{(1+t)^2}=\int_0^\infty(1-s)e^{-s}e^{-st}ds .$$

Since $J_0(xt)$ is the angular average of $e^{ixt\cos\theta}$, its integral with $e^{-st}$ is the average of $1/(s-ix\cos\theta)$, namely $1/\sqrt{s^2+x^2}$. Hence

$$D(R)=\frac{K_0}{2\pi r_0^2}\int_0^\infty\frac{(1-s)e^{-s}}{\sqrt{s^2+x^2}}ds.$$

For small $x$, the region near $s=0$ gives $\ln(1/x)$. For large $x$, expand the root as $1/x-s^2/(2x^3)$. The first term integrates to zero, since $\int(1-s)e^{-s}ds=0$. The second gives $-(2-6)/(2x^3)=2/x^3$. Therefore $D\to K_0r_0/(\pi R^3)$: there is no exponential cutoff.

**Q.** If I keep the diagonal, have I merely shortened the range of scattering?

**A.** You have replaced the polar phonon by a different one. To see this, go to momentum space. On the mesh,

$$D(\mathbf R)=\int\frac{d^2q}{(2\pi)^2}K(q)e^{i\mathbf q\cdot\mathbf R},\quad
G(\mathbf R)=a^2\int\frac{d^2p}{(2\pi)^2}G(\mathbf p)e^{i\mathbf p\cdot\mathbf R},$$

with both integrals over the mesh's Brillouin zone. Multiply them by $e^{-i\mathbf k\cdot\mathbf R}$ and sum over $\mathbf R$. The phase sum is $(2\pi)^2/a^2$ times a delta function setting $\mathbf p=\mathbf k-\mathbf q$, so for each phonon-shifted $G$

$$\Sigma(\mathbf k)=\int\frac{d^2q}{(2\pi)^2}K(q)G(\mathbf k-\mathbf q).$$

For a parabolic band and sharp final energy $E_f$, $-2\,\mathrm{Im}\,G(\mathbf p)=2\pi\delta(E_f-\hbar^2p^2/2m)$. With $p\,dp=(m/\hbar^2)dE$, the broadening per unit phonon factor is

$$\gamma_{\rm full}=\frac{m}{\hbar^2}\langle K\rangle_{\rm circle}.$$

The average runs over momentum transfers $q$ from $\mathbf k$ to the circle of final states, radius $k_f$.

The diagonal calculation has two factors. First, $D_{00}=\langle K\rangle_{\rm zone}/a^2$, because the zone area is $(2\pi)^2/a^2$. Second, $-2\,\mathrm{Im}\,G_{00}=a^2m/\hbar^2$. Their product is

$$\gamma_{\rm diag}=\frac{m}{\hbar^2}\langle K\rangle_{\rm zone}.$$

So the truncation assigns every phonon the same squared coupling, its zone average. Most of the zone lies at large $q$, where polar coupling is weak, whereas channel electrons use small $q$.

**Q.** Then a finer mesh should make matters worse?

**A.** For this continuum coupling, yes. Replace the square zone by a disc of equal area, with radius $Q=2\sqrt\pi/a$:

$$\langle K\rangle_{\rm zone}\simeq\frac{2}{Q^2}\int_0^Q qK(q)dq
=\frac{2K_0}{(r_0Q)^2}\left[\ln(1+r_0Q)+\frac1{1+r_0Q}-1\right].$$

As $a$ decreases, this falls as $a^2\ln(1/a)$ to leading order. The diagonal scattering disappears in the continuum limit. With constant $K$, the zone average is just $K$, and the local scattering rate has no such drift. The real part of the self-energy, a level shift, still drifts as $\ln(1/a)$.

**Q.** Please put in numbers for a monolayer channel.

**A.** Take rough values in the regime of MoS$_2$ at 300 K: $m=0.5\,m_0$, $\hbar\omega_0=48$ meV, $Z=1$, $\mu=38$ u, $A=0.088$ nm$^2$ and $r_0=4$ nm. The mesh spacing is 0.25 nm. Then $g_0=0.348$ eV and

$$K_0=0.088\times0.348^2=0.01066\ \mathrm{eV^2\,nm^2}.$$

An electron at 30 meV cannot emit a 48 meV phonon. It can absorb one, with $N=0.185$, changing its wave number from $k=0.627$ to $k_f=1.012$ nm$^{-1}$. The circle average is $0.0499K_0$. Using $\hbar^2/m=0.1524$ eV nm$^2$,

$$\hbar\Gamma_{\rm full}=0.1851\times\frac{0.04993\times0.01066}{0.1524}\ \mathrm{eV}=0.646\ \mathrm{meV},$$

or $\Gamma_{\rm full}=0.98$ ps$^{-1}$. The zone average is only $0.00190K_0$, so the diagonal rate is $0.037$ ps$^{-1}$, about 4 % of the full one.

With everything else fixed, the diagonal-to-full ratio is 0.120, 0.038 and 0.012 for meshes of 0.5, 0.25 and 0.125 nm. Each halving reduces it by slightly more than three, the factor four being weakened by the logarithm. The finer two meshes have a zone larger than the crystal's own, so there $K(q)$ is a continuum extension.

The real-space product was also summed on a periodic $2048\times2048$ mesh of spacing 0.25 nm, with 2 meV broadening. For absorption at 30 meV, and absorption and emission at 100 meV, the full sum agreed with $\gamma_{\rm full}$ within 0.5 %, and its on-site term alone agreed with $\gamma_{\rm diag}$ within 1.3 %, relative to each formula.

**Q.** Could I multiply the diagonal self-energy by 26 and continue?

**A.** That would repair the out-scattering rate at this energy and mesh, but not the loss of momentum. Define the latter by weighting each event with the fraction of initial forward momentum removed, $1-(k_f/k)\cos\theta$. Constant coupling scatters equally in all directions, so the cosine averages to zero and the two rates coincide. Polar coupling favours small $q$, hence small angles.

| Electron energy | Full out-rate | Full momentum loss | Diagonal, both |
|---|---:|---:|---:|
| 30 meV | 0.98 ps$^{-1}$ | 0.20 ps$^{-1}$ | 0.037 ps$^{-1}$ |
| 100 meV | 6.6 ps$^{-1}$ | 3.5 ps$^{-1}$ | 0.28 ps$^{-1}$ |

At 30 meV the required factors are 26 for the out-rate and 5.4 for momentum loss. At 100 meV, where emission is allowed, they are 24 and 12.7. A factor fitted to the out-rate therefore exaggerates momentum loss about fivefold at 30 meV and twofold at 100 meV. These momentum-loss rates are not mobilities: inelastic transport also needs the scattering into each state.

**Q.** How many off-diagonals do I need?

**A.** For the 30 meV electron, keeping pairs within 1, 3 and 10 nm recovers 67 %, 115 % and 99.9 % of the full mesh sum. At 30 nm the figure is 99.7 %. The close match at 10 nm is a crossing, not convergence. The partial sum keeps oscillating: without broadening it is 116 % at 5 nm, 107 % at 7 nm and 98 % at 15 nm, and it stays between 96 % and 102 % for cutoffs from 8 to 30 nm.

The overshoot is possible because distant pairs contribute with alternating sign. The final states give $G$ a spatial factor $J_0(k_fR)$, and the angular average of $e^{-i\mathbf k\cdot\mathbf R}$ gives $J_0(kR)$. The contribution of a ring is thus proportional to $R\,D(R)J_0(kR)J_0(k_fR)$. The first zero of $J_0$ is at 2.405, so this changes from positive to negative at $2.405/k_f=2.4$ nm and turns positive again at $2.405/k=3.8$ nm. Further sign changes follow at larger $R$. A cutoff at 3 nm therefore omits rings of both signs. Their sum is negative, about $-15$ % of the full rate, and leaving it out produces the overshoot. The range is set by the electron wavelengths as well as by the phonon field.

**Q.** Is a sharp cutoff at least safe numerically?

**A.** Not necessarily. Let $B=-iG^<$, which is a positive matrix because it represents occupation. With the full $D$, any vector $v$ gives

$$\sum_{ij}v_i^*D_{ij}B_{ij}v_j=\sum_l\sum_{ij}(S_{il}v_i)^*B_{ij}(S_{jl}v_j)\ge0.$$

In-scattering is therefore non-negative. Cutting $D$ at 2 nm in this example makes its transform as low as $-0.0020K_0$. For a single occupied plane wave $\mathbf p$, in-scattering into $\mathbf k$ is proportional to the transform at $\mathbf k-\mathbf p$, so a negative value means a negative rate. Here the negative values begin near $q=2.6$ nm$^{-1}$, just beyond the largest momentum transfer of the electrons in the table, so they first affect hotter electrons.

A safer taper multiplies $D_{ij}$ by a window $w(\mathbf R_i-\mathbf R_j)$ whose own transform is non-negative. In momentum space this averages $K$ with non-negative weights, so it stays non-negative. The diagonal approximation is the extreme case, averaging over the entire zone. It is positive but, here, far too weak.

**Q.** How close is this to a real MoS$_2$ transistor?

**A.** The mass, phonon energy and coupling are of the right rough size, but a free-standing, nearly empty sheet with one phonon branch is not a transistor. For the 30 meV electron, acoustic scattering is the largest omitted rate sized here: 2.7 ps$^{-1}$ for a 3 eV deformation potential and a stiffness of 140 N/m, above the polar 0.98 ps$^{-1}$. Carrier screening is harder to size. Its static, long-wavelength form would multiply the polar rate by 0.75 at $10^{11}$ cm$^{-2}$ and 0.23 at $10^{12}$ cm$^{-2}$, with a diagonal-to-full ratio of 0.10 at the higher density. These factors overstate the reduction, which may vanish altogether at the lower density, because carriers respond less at the finite $q$ involved and cannot fully follow a 48 meV phonon. For $q\simeq k_f$ the thermal motion of the carriers sets an energy scale $\hbar q\sqrt{k_BT/m}$ of about 64 meV, comparable to the phonon energy. At this $q$ they form no sharp plasmon, nor do they respond statically. Most of the rate, however, comes from smaller transfers, half of it from $q<0.63$ nm$^{-1}$. At the smallest one, $k_f-k=0.38$ nm$^{-1}$, and $10^{12}$ cm$^{-2}$, the random-phase response has a plasmon near 65 meV, about 20 meV wide, close enough to the phonon to mix with it. A dynamic calculation is therefore needed. A substrate with a fixed permittivity of 3.9 on one side would multiply the polar rate by 0.53. A real oxide also has polar phonons of its own, which change its permittivity at these energies and add scattering. Operation at 400 K multiplies the polar absorption rate by 1.8; the total rate grows less where emission is allowed.

The mode's own field disturbs the assumption of one frequency only slightly, raising the phonon energy by about 0.24 meV at $q=k_f$. Dispersion from short-range forces is not included. Non-parabolicity with a 2 eV gap would raise the density of states by 15 % at 148 meV. Defects, other valleys and further optical modes are not sized here.

**Q.** May I still use a local self-energy for the acoustic part?

**A.** Yes, under stated conditions. For a deformation potential $\Xi$, sound speed $v$ and sheet mass density $\rho$, $K_{\rm ac}=\Xi^2\hbar q/(2\rho v)$. If $k_BT\gg\hbar vq$, emission and absorption together supply $2N+1\simeq2k_BT/(\hbar vq)$. Their product is $\Xi^2k_BT/(\rho v^2)$, with no $q$ left. If this holds for every $q$ in the mesh zone, and the phonon energy can also be neglected in $G$, the dispersion no longer matters and the Born self-energy is local. On a 0.25 nm mesh the first condition fails at large $q$: with $v=6.7$ km/s, a linear dispersion would give the phonon at $q=\pi/a$ an energy of 55 meV, about twice $k_BT$ at 300 K. Real acoustic branches flatten and stay lower, but still reach energies comparable to $k_BT$. But a 30 meV electron scattered almost elastically exchanges at most $q\simeq2k$, where the phonon has less than 6 meV. The constant product, placed on the diagonal, is therefore still a good approximation for its scattering rate.

A practical division is therefore to keep that acoustic term on the diagonal and give the polar term its off-diagonal elements, increasing their range until the rates, and then the current, stop changing. The numerical output below lists the main values used here.

## Calculated quantities

```
Three-site cluster, hopping = 1, Sigma/g^2 at zero coupling:
  constant coupling, one frequency: |diag| 0.3111, |off-diag| 0.00000
  q-dependent coupling, one frequency: |diag| 0.3080, |off-diag| 0.26619
  constant coupling, dispersing phonons: |diag| 0.2676, |off-diag| 0.04217
  cluster: site phonon energy 1.0, kT 0.4, z (0.3+0.5j)
  off-diag growth on doubling g, constant case: 15.96
Mass 0.5 m0; phonon 48 meV; T 300 K
Charge 1.0 e; reduced mass 38 u; cell 0.088 nm^2
Screening length r0 4.0 nm; mesh a 0.25 nm
kT 25.85 meV; phonon occupation N 0.1851
hbar^2/m 0.1524 eV nm^2; zero-point length 3.385 pm
g0 0.3480 eV; K0 0.01066 eV^2 nm^2
  kernel D(0.25 nm) 212.3733 meV^2
  kernel D(1.0 nm) 94.8410 meV^2
  kernel D(4.0 nm) 22.8752 meV^2
  kernel D(20.0 nm) 1.1085 meV^2
D(80 nm) over its R^-3 tail law: 0.9587
On-site element D_00 at a = 0.25 nm: 324.730 meV^2
k_i 0.6275 1/nm; k_f after absorption 1.0117 1/nm (30 meV)
K/K0: circle average 0.04993, zone average 0.001904
Largest mesh-vs-golden-rule error: full 0.45 %, diagonal 1.24 %
Electron at 30 meV:
  full out-rate 0.9821 1/ps; momentum loss 0.2037 1/ps
  diagonal approximation, both rates 0.0374 1/ps
  rescaling needed: out-rate 26.22, momentum loss 5.44
Electron at 100 meV:
  full out-rate 6.6287 1/ps; momentum loss 3.5133 1/ps
  diagonal approximation, both rates 0.2772 1/ps
  rescaling needed: out-rate 23.91, momentum loss 12.67
  mesh 0.5 nm: diagonal/full out-rate at 30 meV 0.11972
  mesh 0.25 nm: diagonal/full out-rate at 30 meV 0.03813
  mesh 0.125 nm: diagonal/full out-rate at 30 meV 0.01164
  range kept 0 nm: share of full rate 0.0380
  range kept 1 nm: share of full rate 0.6740
  range kept 3 nm: share of full rate 1.1459
  range kept 10 nm: share of full rate 0.9989
  range kept 30 nm: share of full rate 0.9968
Cut at 2 nm: lowest K(q)/K0 -0.001997
Left out of the model (30 meV electron unless stated):
  acoustic rate 2.654 1/ps (Xi 3.0 eV, 140 N/m)
  static carrier screening, 1e+11 cm^-2: rate times 0.746
  static carrier screening, 1e+12 cm^-2: rate times 0.234
  diagonal/full ratio with screening at 1e12 cm^-2: 0.1045
  oxide of permittivity 3.9 on one side: rate times 0.526
  LO energy shift at q = k_f: 0.236 meV
  density-of-states factor for gap 2.0 eV, final energy 148 meV: 1.148
  n/(4 rho kT) at 1e12 cm^-2: 0.0926
  collision broadening: 0.646 meV at 30 meV, 4.363 meV at 100 meV
  absorption rate at 400 K over 300 K: 1.786
```
